\section*{Apparent ballistic mobility of a 20 nm nondegenerate channel}

\section{Problem}

A transistor channel of length $L=20$ nm and width $W$ carries electrons in a two-dimensional band with isotropic mass $m=0.19\,m_0$ and $g=2$ equivalent valleys. The temperature is $T=300$ K, so that $kT/q=25.852$ mV, with $q>0$ the elementary charge. The sheet density is $n_s=1.0\times10^{11}$ cm$^{-2}$. No electron scatters between source and drain, and both contacts are ideal reservoirs: they absorb every electron that reaches them and inject electrons in thermal equilibrium.

An experimenter who does not know that the channel is ballistic measures the current $I$ at a small drain voltage $V$ and extracts a mobility from the drift formula
\begin{equation}
\frac{I}{W}=q\,n_s\,\mu\,\frac{V}{L}.
\label{eq:drift}
\end{equation}

\begin{enumerate}
\item[(a)] Find the mean speed along the channel, $v_T=\langle|v_x|\rangle$.
\item[(b)] Find the current at fixed $n_s$, and the conductance for $qV\ll kT$.
\item[(c)] Find the mobility that the experimenter reports, as a formula and as a number.
\item[(d)] What does this number measure, if nothing scatters?
\item[(e)] Estimate how far bias, series resistance, temperature, tunnelling and other valleys would move it.
\end{enumerate}

Here $n_s$ is the total density at the top of the source--drain barrier, the point of highest potential energy along the channel. Energies are counted from the band edge at that point. Until part (e), motion over the barrier is classical: every electron that reaches the top crosses it.

\section{Hints}

\begin{enumerate}
\item At the top of the barrier, electrons moving right came from the source and electrons moving left came from the drain. Each group keeps the Fermi level of its own reservoir.
\item In a Boltzmann distribution the factors for $v_x$ and $v_y$ separate, so $v_y$ drops out of the average in (a).
\item The drain voltage changes the ratio of the two groups. The gate is taken to hold their sum fixed.
\item For (d), ask how the resistance depends on $L$.
\end{enumerate}

\section{Solution}

\subsection*{(a) Mean speed along the channel}

The Boltzmann weight is $\exp[-m(v_x^2+v_y^2)/2kT]$. The $v_y$ integral is the same in numerator and denominator and cancels. By symmetry, the average of $|v_x|$ equals the average of $v_x$ over right-moving electrons:
\begin{equation}
v_T=\frac{\int_0^\infty v\,e^{-mv^2/2kT}\,dv}{\int_0^\infty e^{-mv^2/2kT}\,dv}
=\frac{kT/m}{\tfrac12\sqrt{2\pi kT/m}}
=\sqrt{\frac{2kT}{\pi m}} .
\label{eq:vt}
\end{equation}
For the given mass and temperature, $v_T=1.234\times10^{7}$ cm/s. This is a mean and not a root-mean-square speed; the latter would be $\sqrt{kT/m}$ for one component.

\subsection*{(b) Current and conductance}

First the density is needed as a function of the Fermi level. With two spins and $g$ valleys, and with $\eta$ the Fermi level in units of $kT$,
\begin{equation}
n_s=2g\int\frac{d^2k}{(2\pi)^2}\,e^{\eta-\hbar^2k^2/2mkT}
=\frac{2g}{4\pi^2}\,\frac{2\pi mkT}{\hbar^2}\,e^{\eta}
=N_{2D}\,e^{\eta},\qquad N_{2D}=\frac{g\,m\,kT}{\pi\hbar^2}.
\label{eq:n2d}
\end{equation}
Here $N_{2D}=4.104\times10^{12}$ cm$^{-2}$. The given density is about forty times smaller, which justifies Boltzmann statistics.

Under bias the drain Fermi level lies $qV$ below that of the source. Write $u=qV/kT$, and let $\eta$ now refer to the source. Each direction of motion holds half of the states, so
\begin{equation}
n_+=\tfrac12N_{2D}e^{\eta},\qquad n_-=\tfrac12N_{2D}e^{\eta-u},\qquad \frac{n_-}{n_+}=e^{-u}.
\end{equation}
Both groups have mean speed $v_T$, because the Fermi level multiplies a Boltzmann distribution by a constant and leaves its shape alone. The magnitude of the current is therefore
\begin{equation}
\frac{I}{W}=q\,v_T\,(n_+-n_-)
=q\,v_T\,n_s\,\frac{1-e^{-u}}{1+e^{-u}}
=q\,n_s\,v_T\tanh\frac u2 ,
\label{eq:current}
\end{equation}
where $n_s=n_++n_-$ was used. For $u\ll1$, $\tanh(u/2)\to u/2=qV/2kT$, and the conductance per width is
\begin{equation}
\frac{G}{W}=\frac{q^2n_sv_T}{2kT}.
\label{eq:g}
\end{equation}

Counting transverse modes gives the same result by another route. A mode with transverse energy $E_y=\hbar^2k_y^2/2m$ carries the current $(2q/h)\int(f_S-f_D)\,dE$, with two spins and full transmission for $E>E_y$. Here $f_S$ and $f_D$ are the source and drain occupations. At small bias $f_S-f_D=qV(-\partial f/\partial E)$, and the integral of $-\partial f/\partial E$ from $E_y$ upward is $f(E_y)$. Each mode thus contributes $(2q^2/h)f(E_y)$. In a wide strip there are $W\,dk_y/2\pi$ modes in $dk_y$, so
\begin{equation}
\frac GW=\frac{2gq^2}{h}\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,f(E_y).
\label{eq:modes}
\end{equation}
With $f=e^{\eta-E_y/kT}$ the integral over $k_y$ is $e^{\eta}\sqrt{2\pi mkT}/\hbar$. Inserting $e^\eta=n_s\pi\hbar^2/(g\,m\,kT)$ and $h=2\pi\hbar$,
\begin{equation}
\frac GW=\frac{2gq^2}{2\pi\hbar}\,\frac{\sqrt{2\pi mkT}}{2\pi\hbar}\,\frac{n_s\pi\hbar^2}{g\,m\,kT}
=\frac{q^2n_s}{\sqrt{2\pi mkT}} .
\end{equation}
By Eq.~(\ref{eq:vt}), $v_T/2kT=1/\sqrt{2\pi mkT}$, so this is Eq.~(\ref{eq:g}). An explicit sum over the modes of a strip and Eq.~(\ref{eq:g}) both give a resistance times width of $2614.5\ \Omega\,\mu$m.

\subsection*{(c) The reported mobility}

Equation~(\ref{eq:drift}) says $G/W=q\,n_s\,\mu/L$. Setting this equal to Eq.~(\ref{eq:g}) and solving for $\mu$,
\begin{equation}
\boxed{\;\mu_B=\frac{q\,v_T\,L}{2kT}\;}
\label{eq:mub}
\end{equation}
The density and the number of valleys have cancelled. In numbers,
\begin{equation}
\mu_B=\frac{(1.2343\times10^{7}\ \mathrm{cm/s})(2.0\times10^{-6}\ \mathrm{cm})}{2\times0.025852\ \mathrm{V}}
=477\ \mathrm{cm^2/Vs}=0.0477\ \mathrm{m^2/Vs}.
\end{equation}
A direct sum over two-dimensional $k$ states, filled from two reservoirs, also gives $477$ cm$^2$/Vs.

\subsection*{(d) What the number measures}

The resistance times width is $2kT/(q^2n_sv_T)$ and does not contain $L$. It comes from the limited rate at which a thermal reservoir can feed electrons into the channel. The drift formula expects a resistance proportional to $L$. Forced onto a constant resistance, it returns a mobility proportional to $L$: a ballistic channel of half the length would appear to have half the mobility, although its electrons move just as fast.

One may still write $\mu_B=q\tau/m$. From Eq.~(\ref{eq:vt}), $mv_T^2=2kT/\pi$, hence $mv_T/2kT=1/(\pi v_T)$ and
\begin{equation}
\tau=\frac{m\,\mu_B}{q}=\frac{m\,v_T\,L}{2kT}=\frac{L}{\pi v_T}=51.6\ \mathrm{fs}.
\end{equation}
This time is set by the length of the channel. It is not a time between collisions, since there are none.

In this classical model, $\mu_B$ vanishes as $L\to0$ while the conductance stays finite. In a very short channel, tunnelling through the barrier can no longer be neglected, and the proportionality to $L$ fails. As $L$ grows, $\mu_B$ grows without bound as long as nothing scatters. In a real material this assumption fails once $L$ is comparable with the distance an electron travels before it is turned back; Variation 2 treats that case.

\subsection*{(e) How far other effects move the result}

Each estimate below changes one thing and keeps the rest of the problem as stated. The changes are relative to $477$ cm$^2$/Vs and are not meant to be multiplied together.

\paragraph{Drain bias.} Dividing Eq.~(\ref{eq:current}) by its small-$u$ form gives the factor $\tanh(u/2)/(u/2)$ at fixed $n_s$. At $10$ mV, $u=0.387$ and the factor is $0.988$, giving $472$ cm$^2$/Vs. At $50$ mV, $u=1.934$ and the factor is $0.773$, giving $369$ cm$^2$/Vs. The current begins to saturate because the drain injects fewer and fewer electrons, while the source can at most supply the whole density, moving at $v_T$. A reading at $50$ mV is therefore not a linear-response reading in this model.

\paragraph{Series resistance.} Suppose the metal contacts and doped regions add $200\ \Omega\,\mu$m in total, a rough value. If the experimenter does not subtract it, the reported mobility falls in the ratio of the resistances:
\begin{equation}
477.45\times\frac{2614.5}{2614.5+200}=444\ \mathrm{cm^2/Vs}.
\end{equation}

\paragraph{Temperature.} Since $v_T\propto T^{1/2}$, Eq.~(\ref{eq:mub}) gives $\mu_B\propto T^{-1/2}$ at fixed mass and length. At $358$ K the result is $437$ cm$^2$/Vs. This fall with temperature occurs without any lattice scattering.

\paragraph{Tunnelling and reflection.} Let the barrier be a parabola that drops by $0.20$ eV from the middle of the channel to each end, with flat leads beyond. Solving the wave equation numerically, and averaging the transmission over the thermal distribution, gives a current $1.095$ times the classical one at the same barrier height and Fermi level. The quantum-mechanical thermal density at the top is $1.245$ times the classical one. The mobility is current per density, so its factor is $1.095/1.245=0.880$, and the result is $420$ cm$^2$/Vs. For this parabola, quantum mechanics raises the current at fixed barrier height and yet lowers the apparent mobility, because the density rises more. If the parabola continues downward beyond the channel ends, the result is $425$ cm$^2$/Vs, close to the value for flat leads. The estimate does depend on the shape of the barrier. With the same length and the same $0.20$ eV drop, a quartic profile gives a current $0.93$ times the classical one and $437$ cm$^2$/Vs. A flat top with abrupt steps reflects so strongly that the current is about halved, giving about $246$ cm$^2$/Vs.

\paragraph{Other valleys.} In a silicon film with a $(100)$ surface, the two valleys used so far have their heavy mass, about $0.92\,m_0$, perpendicular to the film. Four more valleys have the light mass in that direction. For hard walls a distance $t$ apart, the lowest confinement energy is $\hbar^2\pi^2/(2m_zt^2)$, with $m_z$ the perpendicular mass, so the lighter $m_z$ lies higher. For $t=3$ nm the difference is $0.17$ eV, and the four valleys hold $0.5$ percent of the electrons. For transport along an in-plane axis of these valleys, two of them present the heavy mass. Since $v_T$ contains only the mass along the current, their mobility is $477.45\sqrt{0.19/0.92}=217$ cm$^2$/Vs. The other two give $477$ cm$^2$/Vs. Weighting by population changes the total by about $0.1$ percent. Hard walls overestimate the splitting in so thin a film. With a finite oxide barrier of $3.1$ eV it falls to roughly $0.10$--$0.12$ eV, depending on the mass assumed in the oxide. The four valleys then hold $4$--$10$ percent of the electrons, and the mobility drops by $1$--$3$ percent. A thicker film brings the two sets closer in energy, and the correction has to be evaluated again.

\paragraph{Comparison with a real device.} The length, mass and temperature lie in the regime of a thin-body silicon n-channel transistor. The density of $10^{11}$ cm$^{-2}$ belongs near threshold; a strongly turned-on channel holds roughly $10^{13}$ cm$^{-2}$, which is the case of Variation 1. At $10^{11}$ cm$^{-2}$ the largest of the changes estimated here comes from scattering; at $10^{13}$ cm$^{-2}$ series resistance can matter more, as Variation 1 shows. With a rough long-channel mobility of $300$ cm$^2$/Vs, Variation 2 lowers the result by about $61$ percent for a flat band edge. If the band edge falls away on both sides of the barrier top and collisions keep the electrons close to thermal equilibrium, the reduction is smaller: the density is then higher away from the top, and those parts of the channel add little resistance. The value $477$ cm$^2$/Vs is thus a ballistic reference for this length and not a prediction of a measurement. Nonparabolic bands, energy-dependent scattering and the self-consistent shape of the barrier are also left out.

\section{Variation 1: a degenerate channel}

\emph{Repeat the calculation for $n_s=1.0\times10^{13}$ cm$^{-2}$, at small bias and without scattering.}

The density now exceeds $N_{2D}$, and the Fermi function $f=1/(1+e^{E/kT-\eta})$ is needed. The density of states $gm/\pi\hbar^2$ is constant, so
\begin{equation}
n_s=\frac{gm}{\pi\hbar^2}\int_0^\infty\frac{dE}{1+e^{E/kT-\eta}}=N_{2D}\ln(1+e^{\eta}).
\end{equation}
Equation~(\ref{eq:modes}) still holds. Substitute $\varepsilon=\hbar^2k_y^2/2mkT$ and count both signs of $k_y$:
\begin{equation}
\int_{-\infty}^{\infty}dk_y\,f=\frac{\sqrt{2mkT}}{\hbar}\int_0^\infty\frac{\varepsilon^{-1/2}\,d\varepsilon}{1+e^{\varepsilon-\eta}}
=\frac{\sqrt{2\pi mkT}}{\hbar}\,F_{-1/2}(\eta),
\end{equation}
\begin{equation}
F_{-1/2}(\eta)=\frac1{\sqrt\pi}\int_0^\infty\frac{\varepsilon^{-1/2}\,d\varepsilon}{1+e^{\varepsilon-\eta}} .
\end{equation}
Compared with the Boltzmann case, $e^\eta$ has become $F_{-1/2}(\eta)$ in the conductance and $\ln(1+e^\eta)$ in the density. The mobility is proportional to their ratio:
\begin{equation}
\mu=\mu_B\,\frac{F_{-1/2}(\eta)}{\ln(1+e^{\eta})}.
\end{equation}
For $n_s=10^{13}$ cm$^{-2}$, $\eta=\ln(e^{n_s/N_{2D}}-1)=2.345$. The factor is $0.6588$ and $\mu=315$ cm$^2$/Vs. This counts only the lowest subband of the two valleys in the problem. In a silicon film other subbands and valleys also fill at this density. For the $3$ nm film of part (e) they raise the value to about $322$ cm$^2$/Vs with hard walls, and to roughly $335$--$345$ cm$^2$/Vs with a finite oxide barrier. For a thicker film the correction has to be evaluated again. At the original density the factor is $0.995$, so Boltzmann statistics cost half a percent there.

For $\eta\gg1$ the occupation becomes a step. Then $F_{-1/2}\to2\sqrt{\eta/\pi}$ and $\ln(1+e^\eta)\to\eta$, so the factor tends to $2/\sqrt{\pi\eta}$ and the mobility falls as $n_s^{-1/2}$. All electrons count in $n_s$, but a small voltage changes the occupation only near the Fermi level.

Contacts weigh far more at this density. From $L/(qn_s\mu)$, the ballistic resistance times width scales to
\begin{equation}
2614.5\times\frac{10^{11}}{10^{13}}\times\frac{477.45}{314.5}\approx40\ \Omega\,\mu\mathrm{m}.
\end{equation}
An unsubtracted $200\ \Omega\,\mu$m would then reduce the reported mobility to $314.5\times40/240\approx52$ cm$^2$/Vs, a number that mostly describes the contacts.

\section{Variation 2: a channel with scattering}

\emph{Return to $n_s=10^{11}$ cm$^{-2}$. A long channel of the same material has mobility $\mu_{\mathrm{long}}=300$ cm$^2$/Vs. What is reported at $L=20$ nm?}

Take the band edge to be flat along the channel, so that the equilibrium density is $n_s$ everywhere in it. Let $F_+$ and $F_-$ be the fluxes per width to the right and to the left, and let an electron be turned back with probability $dx/\lambda$ in a length $dx$. Take $\lambda$ independent of energy, and each flux to keep the mean speed $v_T$. The right-moving flux loses $F_+dx/\lambda$ and gains $F_-dx/\lambda$. The same balance for the left-moving flux, followed towards smaller $x$, gives an equal derivative:
\begin{equation}
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}=-\frac J\lambda .
\end{equation}
The net flux $J=F_+-F_-$ is therefore constant. For injection from the source alone, $F_-(L)=0$, so $F_+(L)=J$ and $F_+(0)=J(1+L/\lambda)$. The transmission is
\begin{equation}
\mathcal T=\frac{J}{F_+(0)}=\frac{\lambda}{\lambda+L}.
\end{equation}
By symmetry it is the same from the drain. Near equilibrium each contact injects $n_sv_T/2$, and a small bias makes the two injected fluxes differ by the fraction $u$. Hence $I/W=q\mathcal T n_sv_Tu/2$, and $\mu_{\mathrm{app}}=\mathcal T\mu_B$.

To find $\lambda$, use the local density $n=(F_++F_-)/v_T$. Its slope is $dn/dx=-2J/(\lambda v_T)$, so the diffusion coefficient is $D=-J/(dn/dx)=v_T\lambda/2$. The Einstein relation $\mu_{\mathrm{long}}=qD/kT$ then gives
\begin{equation}
\mu_{\mathrm{long}}=\frac{q\,v_T\,\lambda}{2kT},\qquad
\lambda=\frac{2(kT/q)\,\mu_{\mathrm{long}}}{v_T}=12.6\ \mathrm{nm}.
\end{equation}
This is Eq.~(\ref{eq:mub}) with $\lambda$ in place of $L$. Consequently
\begin{equation}
\frac1{\mu_{\mathrm{app}}}=\frac{1}{\mu_B}\left(1+\frac L\lambda\right)=\frac1{\mu_B}+\frac1{\mu_{\mathrm{long}}},
\end{equation}
because $\mu_BL^{-1}=\mu_{\mathrm{long}}\lambda^{-1}$. The transmission is $12.57/32.57=0.386$, and the reported mobility is $184$ cm$^2$/Vs. This value belongs to the one-speed flux model. Isotropic elastic scattering in two dimensions with the same $\mu_{\mathrm{long}}$ gives about $181$ cm$^2$/Vs for a constant mean free path and about $173$ cm$^2$/Vs for a constant relaxation time.

With the flat band edge assumed here, the ballistic value returns for $L\ll\lambda$, and the long-channel value for $L\gg\lambda$. At $L=\lambda$ the two contributions are equal and the report is half of either. At $20$ nm this flat channel lies between the limits, and neither $477$ nor $300$ cm$^2$/Vs describes it. With a curved barrier, $n_s$ at the top no longer represents the whole channel, and this simple combination of the two mobilities need not hold. The numerical output below lists the main values used in this sheet.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Channel length: 20.0 nm
Mass: 0.19 m0; valleys: 2
Temperature: 300 K; kT/q: 25.852 mV
Example sheet density: 1.00e+11 cm^-2
Band density N_2D: 4.104e+12 cm^-2
Thermal velocity v_T: 1.2343e+07 cm/s
Ballistic mobility, formula: 477.45 cm2/Vs
Ballistic mobility, state sum: 477.44 cm2/Vs
Ballistic mobility, SI: 0.04774 m2/Vs
Effective time tau: 51.58 fs
Ballistic resistance times width: 2614.5 ohm um
Same from mode sum: 2614.5 ohm um
Density 1.0e+11 cm^-2: eta -3.702, factor 0.9950, mobility 475.0 cm2/Vs
Density 1.0e+13 cm^-2: eta 2.345, factor 0.6588, mobility 314.5 cm2/Vs
Drain bias 10 mV: u 0.387, factor 0.9877, mobility 471.6 cm2/Vs
Drain bias 50 mV: u 1.934, factor 0.7729, mobility 369.0 cm2/Vs
Rough long-channel mobility: 300 cm2/Vs
Backscattering length: 12.57 nm
Transmission, slab chain: 0.3858
Mobility with scattering: 184.2 cm2/Vs
Rough series resistance: 200 ohm um
Mobility with series resistance: 443.5 cm2/Vs
Mobility at 358 K: 437.1 cm2/Vs
Barrier drop, middle to channel end: 0.20 eV
Barrier hbar omega: 40.05 meV; x: 0.7746
Quantum/classical current, formula: 1.1075
Same, parabola continued: 1.1072
Same, parabola cut at channel ends: 1.0951
Quantum/classical density at top: 1.2449
Mobility factor, parabola continued: 0.8894
Mobility factor, parabola cut: 0.8797
Mobility, continued barrier: 424.7 cm2/Vs
Mobility, cut barrier: 420.0 cm2/Vs
Film thickness: 3.0 nm
Heavy mass: 0.92 m0
Energy of other valleys above ground: 0.1745 eV
Population of other valleys: 0.510 percent
Mobility along heavy mass: 217.0 cm2/Vs
Mobility with all valleys: 476.8 cm2/Vs
\end{verbatim}
